\section*{Weyl Mode Counting and Its Failure in Thin Nanosheets}

Consider a nanosheet whose cross-section is a rectangle of width $W$ and thickness $T$, with infinitely high walls and a flat potential inside. Let the effective masses along the two sides be $m_y$ and $m_z$, and let $N(E)$ be the number of transverse modes of one valley and one spin whose bottoms lie at or below $E$, measured from the band edge. With
\begin{equation}
a=\frac{W\sqrt{2m_yE}}{\pi\hbar},\qquad b=\frac{T\sqrt{2m_zE}}{\pi\hbar},
\end{equation}
Weyl's law with its boundary terms reads
\begin{equation}
N_W=\frac{\pi ab}{4}-\frac{a+b}{2}+\frac14 .
\label{weyl}
\end{equation}
Its first two terms give the large-energy behaviour at fixed shape; the constant has a meaning after averaging over energy. At a fixed $b$ of order one, as in a thin sheet, the error of $N_W$ grows in proportion to $a$, except at isolated values of $b$. The estimate to use then is the subband formula
\begin{equation}
N_S=\sum_{1\le n\le b}\left[a\sqrt{1-\frac{n^2}{b^2}}-\frac12\right],\qquad |N-N_S|\le\frac{\lfloor b\rfloor}{2}.
\label{sub}
\end{equation}

The wave functions $\sin(m\pi y/W)\sin(n\pi z/T)$ vanish on the walls for $m,n=1,2,\dots$, and their energies are
\begin{equation}
E_{mn}=E_y m^2+E_z n^2,\quad E_y=\frac{\pi^2\hbar^2}{2m_yW^2},\quad E_z=\frac{\pi^2\hbar^2}{2m_zT^2}.
\end{equation}
Since $a=\sqrt{E/E_y}$ and $b=\sqrt{E/E_z}$, the condition $E_{mn}\le E$ is $(m/a)^2+(n/b)^2\le1$: $N$ counts integer points with positive coordinates in an ellipse. Each such mode has a real wavenumber along the channel, because its kinetic energy there is $E-E_{mn}\ge0$, so $N$ is also the number of propagating channels. For equal masses put $k=\sqrt{2mE}/\hbar$. Then $a=kW/\pi$, $b=kT/\pi$, and with area $A=WT$ and perimeter $P=2(W+T)$ equation (\ref{weyl}) becomes
\begin{equation}
N_W=\frac{Ak^2}{4\pi}-\frac{Pk}{4\pi}+\frac14 .
\end{equation}

The first two terms follow from counting all integer points in the ellipse. Call their number $S$. Four quadrants contain $4N$ of them, the axes contain $2\lfloor a\rfloor+2\lfloor b\rfloor$, and the origin adds one. Hence
\begin{equation}
N=\frac S4-\frac{\lfloor a\rfloor+\lfloor b\rfloor}{2}-\frac14 .
\label{quadrants}
\end{equation}
The negative perimeter term is the removal of the points on the axes, where the sine functions vanish identically. It remains to bound $S-\pi ab$. One integral serves here and twice below:
\begin{equation}
\int_{-1}^{1}\sqrt{1-x^2}\,\cos(vx)\,dx=\frac{\pi J_1(v)}{v}.
\label{bessel}
\end{equation}
It follows by expanding the cosine and using $\int_{-1}^1x^{2j}\sqrt{1-x^2}\,dx=\pi(2j)!/[2^{2j+1}j!(j+1)!]$, which reproduces the power series of $J_1$. The Fourier transform of the ellipse's indicator function at the integer vector $(p,q)\neq(0,0)$ is therefore $ab\,J_1(2\pi\rho)/\rho$ with $\rho=\sqrt{p^2a^2+q^2b^2}$. Let $a$ and $b$ grow in proportion to a scale $\lambda$. Since $|J_1(v)|$ is at most a constant times $v^{-1/2}$, this transform is at most of order $\lambda^{1/2}(p^2+q^2)^{-3/4}$.

Now smooth the indicator function with a smooth non-negative bump of radius $\delta$ and unit integral. The smoothed sums for ellipses shrunk and enlarged by an amount of order $\delta$ enclose $S$ from below and above, at the cost of an area of order $\lambda\delta$. Poisson summation turns each smoothed sum into the area plus oscillating terms, cut off at $|(p,q)|\sim1/\delta$, whose total is of order $\lambda^{1/2}\delta^{-1/2}$. Choosing $\delta=\lambda^{-1/3}$ makes both errors of order $\lambda^{2/3}$. Equation (\ref{quadrants}) then gives
\begin{equation}
N=\frac{\pi ab}{4}-\frac{a+b}{2}+O(\lambda^{2/3}),
\end{equation}
so the perimeter term, of order $\lambda$, is real at fixed shape. Direct counts at $a=6b$ with $b=400.3$, $450.6$ and $500.4$ give $(N-\pi ab/4)/(a+b)=-0.4952$, $-0.5016$ and $-0.4973$, near the limit $-1/2$.

The same term has a local meaning. For equal masses and a single wall at $x=0$, the states vary as $\sin(k_xx)$, and the number of states per unit area below the energy is
\begin{align}
\nu(x)&=\int_{|\mathbf k'|<k}\frac{d^2k'}{4\pi^2}\,[1-\cos(2k'_xx)]\nonumber\\
&=\frac{k^2}{4\pi}-\frac{k\,J_1(2kx)}{4\pi x},
\end{align}
where the integral over $k'_y$ gives $2\sqrt{k^2-k_x'^2}$ and (\ref{bessel}) does the rest. With $v=2kx$ the deficit per unit length of wall is
\begin{equation}
\int_0^\infty\frac{kJ_1(2kx)}{4\pi x}dx=\frac{k}{4\pi}\int_0^\infty\frac{J_1(v)}{v}dv=\frac{k}{4\pi}.
\end{equation}
The last integral equals one because $J_1'=J_0-J_1/v$, $J_1$ vanishes at both ends, and $\int_0^\infty J_0\,dv=1$. Compared with the bulk density $k^2/4\pi$, the wall removes a layer of width $1/k$. For unequal masses, rescaling each coordinate by the square root of its mass gives a layer $1/k_z$ at each broad face, with $k_z=\sqrt{2m_zE}/\hbar=\pi b/T$. Indeed $\pi ab/4-a/2=(\pi ab/4)(1-2/k_zT)$.

To give the constant $1/4$ a meaning, weight the modes with a Boltzmann factor. Let $\beta=1/k_BT_0$ at temperature $T_0$, $s_y=\beta E_y$ and $s_z=\beta E_z$. Poisson summation of a Gaussian, with the $n=0$ term removed and the rest halved, gives
\begin{equation}
\sum_{n\ge1}e^{-sn^2}=\frac12\left(\sqrt{\frac{\pi}{s}}-1\right)+\sqrt{\frac{\pi}{s}}\sum_{q\ge1}e^{-\pi^2q^2/s}.
\label{theta}
\end{equation}
The Boltzmann sum $B=\sum_{mn}e^{-\beta E_{mn}}$ is a product of two such sums. Keeping the first part of each,
\begin{equation}
B_W=\frac{\pi}{4\sqrt{s_ys_z}}-\frac14\left(\sqrt{\frac{\pi}{s_y}}+\sqrt{\frac{\pi}{s_z}}\right)+\frac14 .
\label{bw}
\end{equation}
On the other hand $B=\beta\int_0^\infty N(E)e^{-\beta E}dE$, since a mode at $E_{mn}$ contributes $\beta\int_{E_{mn}}^\infty e^{-\beta E}dE=e^{-\beta E_{mn}}$. Put $N_W$ in place of $N$. Under this integral $E$ becomes $1/\beta$, $\sqrt E$ becomes $\frac12\sqrt{\pi/\beta}$, and a constant stays unchanged. The three kinds of term in (\ref{weyl}) thus become those of (\ref{bw}), including the $1/4$. The replacement is good when $s_y$ and $s_z$ are well below $\pi$. At $s_z=\pi$ the smooth factor in (\ref{theta}) vanishes although the true sum is positive.

For a thin sheet the two directions must be treated differently. At given $n\le b$ the allowed $m$ run up to $x_n=a\sqrt{1-n^2/b^2}$, so
\begin{equation}
N=\sum_{1\le n\le b}\lfloor x_n\rfloor .
\end{equation}
Because $\lfloor x\rfloor$ lies between $x-1$ and $x$, it differs from $x-\frac12$ by at most $\frac12$. Making this replacement in each of the $\lfloor b\rfloor$ vertical subbands gives (\ref{sub}) with its bound, which does not depend on $a$. Just above a subband's threshold its contribution to $N_S$ can be negative, down to $-\frac12$; the bound covers this.

The difference between the two estimates can be found in closed form. Apply Poisson summation to $\sqrt{1-n^2/b^2}$ on $|n|\le b$. By (\ref{bessel}) its Fourier coefficient is $J_1(2\pi qb)/(2q)$ for $q\ne0$ and $\pi b/2$ for $q=0$. The coefficients fall as $|q|^{-3/2}$, so their sum converges absolutely. Write $\Sigma(b)=\sum_{1\le n\le b}\sqrt{1-n^2/b^2}$. The sum over all $n$ is $1+2\Sigma$, and therefore
\begin{equation}
\Sigma(b)=\frac{\pi b}{4}-\frac12+D(b),\qquad D(b)=\frac12\sum_{q\ge1}\frac{J_1(2\pi qb)}{q}.
\end{equation}
Inserting this in $N_S=a\Sigma-\lfloor b\rfloor/2$ and subtracting (\ref{weyl}) leaves
\begin{equation}
N_S-N_W=a\,D(b)+\frac12\left(b-\lfloor b\rfloor-\frac12\right).
\label{link}
\end{equation}
At fixed $b$ the second term and the error of $N_S$ are bounded, so the error of Weyl's law grows as $a|D(b)|$ unless $D(b)=0$. The phase $2\pi qb=2qk_zT$ belongs to a path that bounces $q$ times back and forth across the thickness. The large-argument form of $J_1$ gives the $q=1$ term an amplitude of about $a/(2\pi\sqrt b)$. Relative to the perimeter term $a/2$ this is $1/(\pi\sqrt b)$: small for large $b$, but not for a sheet with one or two vertical subbands. Near an integer $b$ all the terms add in phase, and the full $|D|$ is larger than this by about $\zeta(3/2)/\sqrt2\approx1.8$. Below the first threshold, $b<1$, both $N$ and $N_S$ are zero, while $N_W$ contains $a(\pi b/4-\frac12)$. For $2/\pi<b<1$ a wide enough sheet is thus assigned many modes that do not exist.

As an example take $W=30$ nm, $T=5$ nm and a Fermi energy of 60 meV, in the regime of a silicon gate-all-around sheet with (001) faces and a [100] channel. The rough valley masses are 0.92 along and 0.19 across the valley axis, in units of the free-electron mass $m_0$. There are three pairs of valleys, named by the direction of their long axis: $z$ (thickness), $x$ (channel) and $y$ (width). With $\hbar^2/2m_0=38.10$ meV nm$^2$, the $z$ valleys have $E_y=2.199$ meV and $E_z=16.35$ meV, so that $a=\sqrt{60/2.199}=5.22$ and $b=\sqrt{60/16.35}=1.92$. Then
\begin{equation}
N_W=7.859-2.612-0.958+0.25=4.54 .
\end{equation}
The exact condition $16.35+2.199\,m^2\le60$ allows $m\le4$, hence $N=4$, and the subband formula gives $3.96$. The area term alone is nearly twice the exact count. The dead layer is 0.83 nm at each broad face, so the two layers take a third of the thickness. Here $D=-0.152$, and (\ref{link}) accounts for the difference: $5.22\times(-0.152)+0.21=-0.58$.

The other valleys have the light mass across the thickness, with $E_z=79.16$ meV and $b=0.871$. They hold no mode at 60 meV, but Weyl's law assigns 0.775 modes to an $x$ valley ($a=5.22$) and 1.93 to a $y$ valley ($a=11.49$). The excess grows with $a$ at the same $b$, as (\ref{link}) requires. Counting both valleys of each pair gives
\begin{equation}
N_{\rm tot}=8,\qquad N_{W,\rm tot}=14.5,\qquad N_{S,\rm tot}=7.9 .
\end{equation}
With unit transmission and two spins, each mode carries a conductance $2e^2/h=77.48\,\mu$S at zero temperature. The exact count gives $620\,\mu$S and Weyl's law $1122\,\mu$S, which is 81\% too high.

A single energy could mislead, so the errors were also sampled evenly from 5 to 200 meV. The root-mean-square errors of Weyl's law are 0.57, 0.70 and 1.56 modes for the $z$, $x$ and $y$ valleys; those of the subband formula are 0.35, 0.23 and 0.23. The area term alone errs by about 4.4, 3.5 and 7.4. The perimeter correction is thus worth having in all three cases, and the subband formula is better still.

At finite temperature the sharp count is replaced by
\begin{equation}
M=\int_0^\infty N(E)\left(-\frac{df}{dE}\right)dE=\sum_{mn}f(E_{mn}),
\end{equation}
where $f$ is the Fermi function with Fermi energy $\mu$. Smearing weakens the bouncing terms. If the phase $2\pi b$ is linearized about $\mu$, its slope is $\pi b/\mu$, and the Fourier transform of $-df/dE$ multiplies the $q=1$ oscillation by $X/\sinh X$ with $X=\pi^2b\,k_BT_0/\mu$. At 300 K, $k_BT_0=25.85$ meV, so $X$ is about 8.1 for the $z$ valleys and 3.7 for the others; the factors are about 0.005 and 0.2. Since $k_BT_0/\mu$ is not small, these are estimates of scale. The full sums agree with the trend. For a $z$ valley the exact thermal count is 5.092 and the smeared Weyl law gives 5.091. For an $x$ valley the values are 0.934 and 1.115, for a $y$ valley 2.248 and 2.665, errors of 19\%.

In the nondegenerate limit, with the Fermi level far below the band edge, the Boltzmann sum takes over and the contrast is sharper. For the $z$ valleys $s_z=0.632$, and exact and smooth sums agree at 1.55976. For the light vertical mass $s_z=3.062$, close to $\pi$. In (\ref{theta}) the smooth part is then 0.0064, while the first neglected term is $1.013\,e^{-3.22}=0.040$. Weyl's law accordingly gives 0.01635 instead of 0.11878 for an $x$ valley, 86\% too low. The sign of the error thus depends on the Fermi level, and room temperature alone does not justify the smooth law.

A real silicon sheet departs from this model in ways that can be sized for the same dimensions. For a $\langle110\rangle$ channel the in-plane valley axes are not parallel to the sides, and the width masses used above for the $x$ and $y$ valleys do not apply. With hard walls these valleys still hold no mode at 60 meV, because their first thickness level alone lies higher. The flat potential is a serious omission, and its effect on the count depends on what is held fixed. The model's own room-temperature density is 4.6 electrons per nm of length, or $1.5\times10^{13}$ cm$^{-2}$ per unit width. Spread uniformly and balanced by gates on the two broad faces, a density $n_s$ per unit area gives a face field $F=en_s/2\epsilon$, which is 1.17 MV/cm in silicon with relative permittivity 11.7. The field grows linearly from zero at the centre, so the drop from centre to face is $U_0=eFT/4=147$ meV. The oxide field, 3.5 MV/cm for a relative permittivity of 3.9, stays below a rough breakdown field of 10 MV/cm. With the mean potential held at zero, the electron's potential energy is $U_0[\frac13-(2z/T)^2]$, with $z$ measured from the centre. The lowest hard-wall state gathers at the centre, where this energy is highest, and first-order perturbation theory raises it by $2U_0/\pi^2=30$ meV. Solving the bent well moves the first $z$-valley level from 16.35 to 41.25 meV and lowers the total from 8 modes to 4 at the same Fermi energy. This is the response to an imposed bending, and it overstates the effect at zero temperature. The density was computed at room temperature for the flat well, which holds fewer electrons at zero temperature and would then bend less. The bending would in turn reduce the density at a fixed Fermi energy. A self-consistent solution across the thickness, with the mean potential again held at zero, leaves 6 modes below 60 meV, both at zero temperature (drop about 54 meV) and with the density evaluated at 300 K (drop about 111 meV). If the density were held fixed instead, the Fermi energy would have to rise, and the count need not fall.

Finite oxide walls act the other way. For a rough barrier of 3.1 eV and oxide mass $0.5\,m_0$, the decay constant in the oxide is $\kappa=\sqrt{0.5\times3100/38.10}=6.4$ nm$^{-1}$. Continuity of the wave function and of its slope divided by the mass moves the node outward by about $0.5\,m_0/(m_z\kappa)$, which is 0.41 nm for the light vertical mass. The first thickness level falls from 79.16 to 58.44 meV. In the approximation that the walls act separately in the two directions, one mode opens in each $y$ valley, and the total rises from 8 to 10. These levels lie so close to 60 meV that a small change of barrier, oxide mass or thickness alters the count: with an oxide mass of $0.42\,m_0$ the level is 59.80 meV and the total returns to 8. Nonparabolicity, with a rough coefficient of 0.5 eV$^{-1}$, leaves the hard-wall total at 8, but the effects do not act independently: combined with the finite walls at oxide mass $0.5\,m_0$ it raises the total to 14. Fully rounded edges would remove 3.6\% of the area; they raise the fourth $z$-valley mode by about 1 meV and leave the hard-wall total at 8. At 300 K the thermal total in the flat hard-wall well is 16.55 modes, about twice the zero-temperature value.

For this sheet at a Fermi energy of 60 meV, then, the choice between $N_W$ and $N_S$ changes the zero-temperature count by about four fifths of the exact count, and the subband formula removes nearly all of the error of Weyl's law. So close an agreement is partly a matter of the energy chosen: $N_{\rm tot}$, $N_{W,\rm tot}$ and $N_{S,\rm tot}$ are 6, 6.3 and 5.6 at 40 meV and 22, 25.7 and 23.6 at 85 meV, so the gain holds on average over energy and not at every energy. Band bending can also change the count, by an amount that depends on the density and on what is held fixed. The form of the subband formula survives bending across the thickness: if $\varepsilon_n$ are the vertical levels of the bent well, the potential is uniform along the width and the side walls stay hard, then $x_n=\sqrt{(E-\varepsilon_n)/E_y}$, and the bound of one half per open subband holds as before. The numerical output lists the values for each valley.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Width 30.0 nm, thickness 5.0 nm
Fermi energy 60.0 meV, temperature 300 K, kT 25.85 meV
Masses: long 0.92, transverse 0.19 m0
hbar^2/2m0 = 38.100 meV nm^2
Valley Z: m_y 0.19, m_z 0.92 m0; a 5.224, b 1.916
  first levels: width 2.199, thickness 16.35 meV
  area 7.859, width-side term -2.612, thickness-side term -0.958
  modes: exact 4, Weyl 4.540, subband 3.955
  rms error 5-200 meV: area 4.42, Weyl 0.57, subband 0.35 modes
  thermal modes: exact 5.092, Weyl 5.091
  Boltzmann sum: s_z 0.632, exact 1.55976, Weyl 1.55976
  soft-wall first thickness level 15.29 meV
  bent-band first thickness level 41.25 meV
  modes: soft walls 4, nonparabolic 4, bent 2
Valley X: m_y 0.19, m_z 0.19 m0; a 5.224, b 0.871
  first levels: width 2.199, thickness 79.16 meV
  area 3.572, width-side term -2.612, thickness-side term -0.435
  modes: exact 0, Weyl 0.775, subband 0.000
  rms error 5-200 meV: area 3.52, Weyl 0.70, subband 0.23 modes
  thermal modes: exact 0.934, Weyl 1.115
  Boltzmann sum: s_z 3.062, exact 0.11878, Weyl 0.01635
  soft-wall first thickness level 58.44 meV
  bent-band first thickness level 108.07 meV
  modes: soft walls 0, nonparabolic 0, bent 0
Valley Y: m_y 0.92, m_z 0.19 m0; a 11.494, b 0.871
  first levels: width 0.454, thickness 79.16 meV
  area 7.859, width-side term -5.747, thickness-side term -0.435
  modes: exact 0, Weyl 1.927, subband 0.000
  rms error 5-200 meV: area 7.36, Weyl 1.56, subband 0.23 modes
  thermal modes: exact 2.248, Weyl 2.665
  Boltzmann sum: s_z 3.062, exact 0.28946, Weyl 0.03984
  soft-wall first thickness level 58.44 meV
  bent-band first thickness level 108.07 meV
  modes: soft walls 1, nonparabolic 0, bent 0
Dead layer 1/k_z, valley Z: 0.831 nm per face
Thin-sheet error slope, valley Z: 0.1516 (Weyl-exact)/a
Large-energy perimeter coefficients (limit -1/2): -0.4952, -0.5016, -0.4973
Six-valley total: exact 8, area 38.58, Weyl 14.48, subband 7.91 modes
Conductance quantum 2e^2/h = 77.481 uS
Zero-temperature ballistic conductance: exact 619.8, Weyl 1122.1 uS
Six-valley thermal total 16.55 modes
Six-valley totals: soft walls 10, nonparabolic 8, bent 4 modes
Oxide barrier 3.1 eV, oxide mass 0.5 m0, nonparabolicity 0.5 /eV
Relative permittivity: silicon 11.7, oxide 3.9
Electron density 4.555 /nm, 1.518e+13 /cm2
Face field: silicon 1.17, oxide 3.52 MV/cm
Centre-to-face band bending 146.8 meV
Area lost with fully rounded edges 3.58 %
\end{verbatim}
